# A failing check and its repair

Subject: Bilayer curvature beyond Stoney and the modulus ratio of one quarter.

```python
"""
Curvature of a film-substrate bilayer beyond the thin-film limit.
Result under test: curvature = Stoney curvature * R(h, m), where
  R = (1+h)/(1+4mh+6mh^2+4mh^3+m^2h^4) = 1 + (1-4m)h + (16m^2-10m)h^2 + ...
so the first thickness correction vanishes at m = 1/4.
  h = film thickness / substrate thickness
  m = film biaxial modulus / substrate biaxial modulus
Stoney curvature = 6 * mismatch strain * m * h / substrate thickness.
Mismatch strain: elastic film strain while the substrate is flat and unstrained.
Scaled quantities: lengths in substrate thickness, strains in mismatch strain.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq, least_squares


def stoney_factor(h, m):
    """Closed formula for R."""
    return (1 + h) / (1 + 4*m*h + 6*m*h**2 + 4*m*h**3 + m**2*h**4)


def layer_points(h, m):
    """Quadrature heights, weights, moduli and film indicator."""
    x, w = np.polynomial.legendre.leggauss(4)
    z = np.concatenate([x / 2, 0.5 + h * (x + 1) / 2])
    weight = np.concatenate([w / 2, h * w / 2])
    modulus = np.concatenate([np.ones(4), m * np.ones(4)])
    film = np.concatenate([np.zeros(4), np.ones(4)])
    return z, weight, modulus, film


def minimize_layers(h, m):
    """Minimize elastic energy; return midplane strain and curvature."""
    z, weight, modulus, film = layer_points(h, m)
    root = np.sqrt(weight * modulus)
    matrix = np.column_stack([root, -root * z])
    return np.linalg.lstsq(matrix, -root * film, rcond=None)[0]


def energy_factor(h, m):
    """R from energy minimization, without the closed formula."""
    return minimize_layers(h, m)[1] / (6 * m * h)


def mean_film_strain(h, m):
    e0, k = minimize_layers(h, m)
    return 1 + e0 - k * (1 + h) / 2


def limit_at_zero(function, step):
    """Extrapolate a smooth function to zero thickness ratio."""
    return 2 * function(step / 2) - function(step)


def first_coefficient(m, power=0):
    """Slope of R*(1+h)^power at h = 0, from energy minimization."""
    return limit_at_zero(
        lambda h: (energy_factor(h, m) * (1 + h)**power - 1) / h, 5e-4)


# Biaxial modulus from three-dimensional Hooke's law with a free surface.
young, poisson = 2.3, 0.27
shear = young / (2 * (1 + poisson))
lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
stiffness = lame * np.ones((3, 3)) + 2 * shear * np.eye(3)
normal_strain = -(stiffness[2, 0] + stiffness[2, 1]) / stiffness[2, 2]
biaxial_stress = stiffness[0] @ np.array([1, 1, normal_strain])
assert abs(biaxial_stress - young / (1 - poisson)) < 1e-12

# Closed curvature and actual film stress, including thick films.
worst = 0.0
for h in (0.01, 0.1, 0.5, 1.0, 2.0):
    for m in (0.1, 0.25, 1.0, 3.0):
        numeric = energy_factor(h, m)
        worst = max(worst, abs(numeric / stoney_factor(h, m) - 1))
        actual = numeric / mean_film_strain(h, m)
        assert abs(actual / ((1 + h) / (1 + m*h**3)) - 1) < 1e-9
assert worst < 1e-9

# First and second thickness coefficients.
for m in (0.1, 0.25, 0.5, 1.0, 2.0):
    assert abs(first_coefficient(m) - (1 - 4*m)) < 1e-3
    second = limit_at_zero(
        lambda h: (energy_factor(h, m) - 1 - (1 - 4*m)*h) / h**2, 1e-3)
    assert abs(second - (16*m**2 - 10*m)) < 2e-2
special_m = brentq(first_coefficient, 0.05, 1.0)
special_total = brentq(lambda m: first_coefficient(m, 2), 0.3, 1.5)
assert abs(special_m - 0.25) < 1e-5
assert abs(special_total - 0.75) < 1e-4
second_special = limit_at_zero(
    lambda h: (energy_factor(h, 0.25) - 1) / h**2, 4e-3)
assert abs(second_special + 1.5) < 1e-3

# Separate causes: lever arm, uniform contraction and bending relief.
small = 1e-4
e0_small, k_small = minimize_layers(small, 0.25)
contraction = -e0_small / (0.25 * small)
bending = k_small / 2 / (0.25 * small)
relief = (1 - mean_film_strain(small, 0.25)) / (0.25 * small)
lever = (energy_factor(small, 0.25)
         / mean_film_strain(small, 0.25) - 1) / small
assert abs(contraction - 1) < 2e-3
assert abs(bending - 3) < 2e-3
assert abs(relief - 4) < 4e-3
assert abs(lever - 1) < 1e-3

# A second thickness where Stoney is right exists only for m < 1/4.
cross_m = 0.20
crossing = brentq(lambda h: energy_factor(h, cross_m) - 1, 0.02, 1)
roots = np.roots([cross_m**2, 4*cross_m, 6*cross_m, 4*cross_m - 1])
positive = [r.real for r in roots if abs(r.imag) < 1e-10 and r.real > 0]
assert len(positive) == 1 and abs(crossing - positive[0]) < 1e-8
near_m = 0.249
near_cross = brentq(lambda h: energy_factor(h, near_m) - 1, 1e-4, 0.1)
assert abs(near_cross / ((1 - 4*near_m) / (6*near_m)) - 1) < 0.01
for m in (0.25, 0.5, 2.0):
    assert all(energy_factor(h, m) < 1 for h in np.linspace(0.01, 3, 60))


def disc_curvature(h, m, nu, size):
    """Scaled curvature of a spherical disc with in-plane stretching.

    size = mismatch strain * (disc radius / substrate thickness)^2.
    Radial displacement is a linear plus a cubic function of radius.
    """
    z, weight, modulus, film = layer_points(h, m)
    x, w = np.polynomial.legendre.leggauss(6)
    s = ((x + 1) / 2)[:, None]
    area = (w / 2)[:, None] * 2 * s
    root = np.sqrt(area * weight * modulus / (1 + nu))

    def residual(p):
        a, b, k = p
        common = a - z * k + film
        radial = common + 3*b*s**2 + size*k**2*s**2/2
        hoop = common + b*s**2
        plus = root * np.sqrt((1 + nu) / 2) * (radial + hoop)
        minus = root * np.sqrt((1 - nu) / 2) * (radial - hoop)
        return np.concatenate([plus.ravel(), minus.ravel()])

    e0, k = minimize_layers(h, m)
    fit = least_squares(residual, [e0, 0.0, k], jac='3-point',
                        xtol=1e-14, ftol=1e-14, gtol=1e-14)
    return fit.x[2]


# Worked example: rough values for zirconium on c-plane sapphire.
film_modulus, substrate_modulus = 150e9, 600e9
film_thickness, substrate_thickness = 5e-6, 100e-6
mismatch, disc_radius, nu = 1e-3, 5e-3, 0.30
h = film_thickness / substrate_thickness
m = film_modulus / substrate_modulus
stoney = 6 * mismatch * m * h / substrate_thickness
factor = stoney_factor(h, m)
curvature = stoney * factor
e0, k = minimize_layers(h, m)
assert abs(k * mismatch / substrate_thickness / curvature - 1) < 1e-10
mismatch_stress = film_modulus * mismatch
inferred = (substrate_modulus * substrate_thickness**2 * curvature
            / (6 * film_thickness))
mean_stress = mismatch_stress * mean_film_strain(h, m)
interface_stress = mismatch_stress * (1 + e0 - k / 2)
top_stress = mismatch_stress * (1 + e0 - k * (0.5 + h))

# Large deflection: whole-disc energy against the leading estimate.
size = mismatch * (disc_radius / substrate_thickness)**2
flat_limit = disc_curvature(h, m, nu, 0.0)
assert abs(flat_limit / k - 1) < 1e-5
large_shift = disc_curvature(h, m, nu, size) / k - 1
large_estimate = -(1 - nu) * (
    curvature * disc_radius**2 / substrate_thickness)**2 / 16
assert abs(large_shift / large_estimate - 1) < 0.10
equal_diameter = 2 * disc_radius * ((1 - factor) / -large_estimate)**0.25

# Weight sag: minimize the energy of a simply supported unit disc.
r, A, B, v = sp.symbols('r A B v', positive=True)
shape = A * (r**2 - 1) + B * (r**4 - 1)
radial_bend = sp.diff(shape, r, 2)
hoop_bend = sp.expand(sp.diff(shape, r) / r)
density = (radial_bend**2 + hoop_bend**2
           + 2*v*radial_bend*hoop_bend) / 2 + shape
energy = sp.integrate(sp.expand(density * r), (r, 0, 1))
solution = sp.solve([sp.diff(energy, A), sp.diff(energy, B)],
                    [A, B], dict=True)[0]
assert sp.simplify(2*solution[A] - (3 + v)/(16*(1 + v))) == 0
substrate_density = 4000.0
load = substrate_density * constants.g * substrate_thickness
rigidity = substrate_modulus * substrate_thickness**3 / (12 * (1 + nu))
sag = (3 + nu) * load * disc_radius**2 / (16 * rigidity * (1 + nu))

# Other effects, from stated rough inputs.
expansion_difference, temperature_change = 1e-6, 10.0
thermal_share = expansion_difference * temperature_change / mismatch
thicker = 1.01 * substrate_thickness
thicker_curvature = (6 * mismatch * m * film_thickness / thicker**2
                     * stoney_factor(film_thickness / thicker, m))
thickness_shift = thicker_curvature / curvature - 1
modulus_shift = stoney_factor(h, 1.1 * m) / factor - 1
rough_yield = 200e6

angstrom = constants.angstrom
ev_per_a3 = constants.e / angstrom**3
print(f"Largest relative error of closed formula: {worst:.1e}")
print(f"Modulus ratio with zero first correction: {special_m:.6f}")
print(f"Same, total thickness in Stoney: {special_total:.5f}")
print(f"Second coefficient at ratio 1/4: {second_special:.4f}")
print(f"Relief by contraction, units of m*h: {contraction:.3f}")
print(f"Relief by bending, units of m*h: {bending:.3f}")
print(f"Total mean film relief, units of m*h: {relief:.3f}")
print(f"Lever-arm gain, units of h: {lever:.3f}")
print(f"Crossing thickness ratio at m={cross_m:.2f}: {crossing:.4f}")
print(f"Crossing thickness ratio at m={near_m:.3f}: {near_cross:.6f}")
print("Curvature relative to Stoney, minus one, in percent:")
for ratio in (0.10, 0.25, 0.50, 1.00):
    values = ", ".join(f"h={t:.2f}: {100*(energy_factor(t, ratio)-1):.3f}"
                       for t in (0.01, 0.05, 0.10, 0.20))
    print(f"  m={ratio:.2f}; {values}")
print("Example: zirconium on c-plane sapphire, rough values")
print(f"Film biaxial modulus: {film_modulus/1e9:.0f} GPa")
print(f"Substrate biaxial modulus: {substrate_modulus/1e9:.0f} GPa")
print(f"Film thickness: {film_thickness*1e6:.1f} um")
print(f"Substrate thickness: {substrate_thickness*1e6:.1f} um")
print(f"Disc diameter: {2*disc_radius*1e3:.1f} mm")
print(f"Mismatch strain: {mismatch:.4f}; Poisson ratio: {nu:.2f}")
print(f"Thickness ratio h: {h:.4f}; modulus ratio m: {m:.4f}")
print(f"Stoney curvature: {stoney:.5f} 1/m")
print(f"Bilayer curvature: {curvature:.5f} 1/m")
print(f"Bilayer curvature: {curvature*angstrom:.5e} 1/angstrom")
print(f"Radius of curvature: {1/curvature:.4f} m")
print(f"Factor R: {factor:.6f}; change: {100*(factor-1):.4f} percent")
print(f"Second-order estimate of change: {-150*h**2:.4f} percent")
print(f"Mismatch stress: {mismatch_stress/1e6:.2f} MPa")
print(f"Mismatch stress: {mismatch_stress/ev_per_a3:.4e} eV/angstrom^3")
print(f"Stress inferred by Stoney: {inferred/1e6:.3f} MPa")
print(f"Actual mean film stress: {mean_stress/1e6:.3f} MPa")
print(f"Film stress at interface: {interface_stress/1e6:.3f} MPa")
print(f"Film stress at top: {top_stress/1e6:.3f} MPa")
print("Neglected effects on curvature:")
print(f"Large deflection, disc energy: {100*large_shift:.4f} percent")
print(f"Large deflection, estimate: {100*large_estimate:.4f} percent")
print(f"Diameter where it equals 1-R: {equal_diameter*1e3:.2f} mm")
print(f"Substrate density, rough: {substrate_density:.0f} kg/m^3")
print(f"Weight sag, edge support: {100*sag/curvature:.4f} percent")
print(f"Expansion difference, rough: {expansion_difference:.1e} 1/K")
print(f"Temperature change: {temperature_change:.0f} K")
print(f"Thermal change, magnitude: {100*thermal_share:.2f} percent")
print(f"Substrate 1 percent thicker: {100*thickness_shift:.3f} percent")
print(f"Film modulus +10 percent, fixed mismatch stress: "
      f"{100*modulus_shift:.3f} percent")
print(f"Film yield stress, rough: {rough_yield/1e6:.0f} MPa")
print(f"Interface stress / yield stress: {interface_stress/rough_yield:.3f}")
print("OK")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 184, in <module>
    solution = sp.solve([sp.diff(energy, A), sp.diff(energy, B)],
               ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
IndexError: list index out of range
```

Likely cause: The fault was in the program's test of sag under weight. The two unknown shape coefficients, A and B, had been declared positive, but the quartic coefficient B is negative for a downward load, so the symbolic solver discarded the correct solution and returned an empty list. Both coefficients are now declared real. The physics, the tested quantities and all tolerances are unchanged.

Diff:

```diff
@@ -175,5 +175,7 @@
 
 # Weight sag: minimize the energy of a simply supported unit disc.
-r, A, B, v = sp.symbols('r A B v', positive=True)
+# The shape coefficients may have either sign.
+r, v = sp.symbols('r v', positive=True)
+A, B = sp.symbols('A B', real=True)
 shape = A * (r**2 - 1) + B * (r**4 - 1)
 radial_bend = sp.diff(shape, r, 2)
```

Output now:

```
Largest relative error of closed formula: 1.1e-15
Modulus ratio with zero first correction: 0.250000
Same, total thickness in Stoney: 0.75000
Second coefficient at ratio 1/4: -1.5000
Relief by contraction, units of m*h: 1.000
Relief by bending, units of m*h: 3.000
Total mean film relief, units of m*h: 4.000
Lever-arm gain, units of h: 1.000
Crossing thickness ratio at m=0.20: 0.1513
Crossing thickness ratio at m=0.249: 0.002673
Curvature relative to Stoney, minus one, in percent:
  m=0.10; h=0.01: 0.592, h=0.05: 2.785, h=0.10: 5.122, h=0.20: 8.380
  m=0.25; h=0.01: -0.015, h=0.05: -0.368, h=0.10: -1.434, h=0.20: -5.370
  m=0.50; h=0.01: -1.010, h=0.05: -5.213, h=0.10: -10.716, h=0.20: -21.895
  m=1.00; h=0.01: -2.941, h=0.05: -13.616, h=0.10: -24.869, h=0.20: -42.130
Example: zirconium on c-plane sapphire, rough values
Film biaxial modulus: 150 GPa
Substrate biaxial modulus: 600 GPa
Film thickness: 5.0 um
Substrate thickness: 100.0 um
Disc diameter: 10.0 mm
Mismatch strain: 0.0010; Poisson ratio: 0.30
Thickness ratio h: 0.0500; modulus ratio m: 0.2500
Stoney curvature: 0.75000 1/m
Bilayer curvature: 0.74724 1/m
Bilayer curvature: 7.47242e-11 1/angstrom
Radius of curvature: 1.3383 m
Factor R: 0.996323; change: -0.3677 percent
Second-order estimate of change: -0.3750 percent
Mismatch stress: 150.00 MPa
Mismatch stress: 9.3623e-04 eV/angstrom^3
Stress inferred by Stoney: 149.448 MPa
Actual mean film stress: 142.336 MPa
Film stress at interface: 142.616 MPa
Film stress at top: 142.056 MPa
Neglected effects on curvature:
Large deflection, disc energy: -0.1479 percent
Large deflection, estimate: -0.1527 percent
Diameter where it equals 1-R: 12.46 mm
Substrate density, rough: 4000 kg/m^3
Weight sag, edge support: 0.0541 percent
Expansion difference, rough: 1.0e-06 1/K
Temperature change: 10 K
Thermal change, magnitude: 1.00 percent
Substrate 1 percent thicker: -1.963 percent
Film modulus +10 percent, fixed mismatch stress: -0.509 percent
Film yield stress, rough: 200 MPa
Interface stress / yield stress: 0.713
OK
```
